# Iteration Count Is Not Switching Time in Phase-Field Relaxation

**What the units allow**

A phase-field calculation of polarization starts from a free energy. For a film whose out-of-plane polarization $P(x,t)$ varies along one in-plane direction $x$, take the energy per unit area of domain wall

$$F[P]=\int\left[-\frac a2P^2+\frac b4P^4+\frac g2\left(\frac{\partial P}{\partial x}\right)^2-EP\right]dx ,$$

with $a,b,g>0$ and applied field $E$. A wall between up and down domains is then parallel to $P$ and carries no bound charge.

Use the joule, coulomb, metre and second as independent units. This is as good a set as the usual one, since $1\,\mathrm{kg}=1\,\mathrm{J\,s^2/m^2}$ and $1\,\mathrm A=1\,\mathrm{C/s}$. Then

$$[a]=\frac{\mathrm{J\,m}}{\mathrm C^2},\quad [b]=\frac{\mathrm{J\,m^5}}{\mathrm C^4},\quad [g]=\frac{\mathrm{J\,m^3}}{\mathrm C^2},\quad [E]=\frac{\mathrm J}{\mathrm{C\,m}} .$$

The second is absent from all four, and from every product of their powers. No switching time can be built from the energy. A further quantity containing the second is needed. In overdamped dynamics it is the damping coefficient $\Gamma$ in

$$\Gamma\,\frac{\partial P}{\partial t}=R,\qquad R=-\frac{\delta F}{\delta P}. \tag{1}$$

Here $R$ is a field in V/m and $\partial P/\partial t$ a current density in A/m², so $[\Gamma]=\Omega\,\mathrm m=\mathrm{J\,s\,m/C^2}$. It contains one power of the second. Any time produced by (1) must therefore be $\Gamma$ multiplied by a static quantity in $\mathrm{C^2/(J\,m)}=\mathrm{F/m}$.

**The force and the iteration**

Vary $P$ by $\delta P$ and integrate the gradient term by parts. With zero slope at both ends the boundary term vanishes:

$$\delta F=\int\left(-aP+bP^3-E-gP''\right)\delta P\,dx,$$

$$R=aP-bP^3+gP''+E. \tag{2}$$

Explicit relaxation repeats

$$P_{n+1}=P_n+\lambda R(P_n), \tag{3}$$

where $\lambda$ is in F/m. If (3) is read as a time step $\Delta t$ of (1), then $\lambda=\Delta t/\Gamma$. Only this ratio enters. After $N$ iterations the calculation has produced a pseudo-time $\lambda N$ in F/m, not a number of seconds.

**A counter-example: one count, two switching times**

Take $P_s=40\ \mu\mathrm{C/cm^2}$, a susceptibility $\chi=200$ at the zero-field minimum, and a wall half-width $\xi=1$ nm. At $E=0$ the minima are at $\pm P_s$ with $P_s^2=a/b$. The curvature there is $-a+3bP_s^2=2a$, so $\epsilon_0\chi=1/(2a)$. A static wall has the profile $\tanh(x/\xi)$ with $\xi^2=2g/a$, as derived below. Hence

$$a=\frac1{2\epsilon_0\chi}=2.824\times10^8\ \mathrm{m/F},$$

$$b=\frac a{P_s^2}=1.765\times10^9\ \mathrm{m^5/(C^2F)},\qquad g=\frac{a\xi^2}2=1.412\times10^{-10}\ \mathrm{m^3/F}.$$

A 60 nm strip is divided into cells of 0.2 nm. A wall starts 5 nm from the left end, with the favoured domain on its left, and a field of 0.2 MV/cm drives it to the right. The crossing count is the number of iterations between the sign changes of $P$ at two cells 40 nm apart.

With $\lambda=4\times10^{-11}$ F/m the count is $N=12\,940$, so

$$\lambda N=(4\times10^{-11})(12\,940)=5.176\times10^{-7}\ \mathrm{F/m}.$$

Now imagine two samples with this same energy. In one the crossing is measured to take 20 ns, in the other 200 ns. Both times are assumed for the example. The calculation is identical for both, and so is the count. The difference lies in

$$\Gamma=\frac{t_{\rm meas}}{\lambda N}=\frac{20\times10^{-9}}{5.176\times10^{-7}}=0.0386\ \Omega\,\mathrm m$$

for the first sample, and ten times this for the second. Integrating (1) in seconds with an adaptive method, on the same grid, gives 19.99 ns and 199.9 ns for the two dampings. One iteration thus stands for 1.5 ps in one sample and 15 ps in the other.

The count is not even a property of the energy. Halving $\lambda$ changes it to 25 874, with the same final state. The total count to convergence is less informative still: it was 18 100 in the first run, because it includes the start, the wall's exit and the final settling to a chosen force tolerance.

**The correct statement**

1. The iterates of (3) are fixed by the energy, the starting state and $\lambda$. They carry no information about $\Gamma$.
2. If the real polarization obeys (1) with a constant $\Gamma$, and $\lambda$ is small enough to resolve the flow, then
$$t=\Gamma\lambda N \tag{4}$$
up to an error that vanishes in proportion to $\lambda$.
3. One measured time fixes $\Gamma$. Times under other conditions are then predictions, valid where the same constant $\Gamma$ applies.

A value of $\Gamma$ from outside the energy, here from a measured time, is thus necessary but not sufficient: the algorithm must follow (1), and the material must do so too.

*Proof of the first part.* Neither (2) nor (3) contains $\Gamma$. For any positive time $t$ one may choose $\Gamma=t/(\lambda N)$, and the same iterates then represent a process of that duration. Energy descent does not remove the freedom. Along (1),

$$\frac{dF}{dt}=-\int R\,\frac{\partial P}{\partial t}\,dx=-\Gamma\int\left(\frac{\partial P}{\partial t}\right)^2dx\le0$$

for every positive $\Gamma$. A falling energy shows that the direction is allowed and says nothing about the rate.

*Proof of the second part.* Put $\tau=t/\Gamma$. Since $\Gamma$ is constant, (1) becomes $dP/d\tau=R(P)$, and (3) is Euler's method for this equation with step $\lambda$. On a fixed grid $P$ is a finite list of numbers and $R$ is a polynomial in them. The energy does not rise and its quartic term dominates at large $|P|$, so the solution stays bounded. Choose a bounded region that contains it with some margin. There $R$ has a Lipschitz constant $K$, and $|d^2P/d\tau^2|$ has a bound $M$ along the solution.

Let $e_n$ be the largest difference between $P_n$ and the solution at $\tau=n\lambda$. Taylor's theorem for one step gives

$$e_{n+1}\le(1+\lambda K)e_n+\tfrac12M\lambda^2 .$$

With $e_0=0$, summing the geometric series and using $(1+\lambda K)^N\le e^{K\lambda N}$ gives

$$e_N\le\frac{M\lambda}{2K}\left(e^{K\lambda N}-1\right).$$

At fixed $\tau=\lambda N$ this vanishes in proportion to $\lambda$, so for small $\lambda$ the iterates also stay inside the margin. If $P$ at a marked cell passes through zero at a nonzero rate, the crossing pseudo-time has an error of the same order. Multiplication by $\Gamma$ gives (4). The third part is (4) solved for $\Gamma$.

The bound is pessimistic, but the two explicit runs show the resolution directly: $25\,873.5/12\,939.5=1.9996$, so $\lambda N$ changed by about 0.02% when $\lambda$ was halved.

A coarser condition is stability. Near a minimum, a disturbance of curvature $\kappa$ is multiplied by $1-\lambda\kappa$ per iteration, so $\lambda<2/\kappa$ is needed. The largest curvature is at most $4g/h^2+3bP_3^2-a$, where $h$ is the cell width and $P_3$ the switched polarization. With $P_3=43.16\ \mu\mathrm{C/cm^2}$ this is $1.48\times10^{10}$ m/F, which allows steps up to about $1.3\times10^{-10}$ F/m. Both steps used lie below this.

**The wall speed in closed form**

For a driven wall the static factor in (4) can be found analytically. For $0<E<E_c$, with $E_c$ found below, the uniform force has three real zeros $P_1<P_2<P_3$:

$$aP-bP^3+E=-b(P-P_1)(P-P_2)(P-P_3).$$

There is no $P^2$ term, so $P_1+P_2+P_3=0$. Seek a steady wall $P=p(z)$ with $z=x-vt$, which falls from $P_3$ on the left to $P_1$ on the right. Equation (1) becomes

$$-\Gamma v\,p'=gp''+ap-bp^3+E. \tag{5}$$

Try $p'=-kq$ with $q=(p-P_1)(P_3-p)$ and $k>0$. Then

$$p''=\frac{dp'}{dp}\,p'=k^2q\,(P_1+P_3-2p),\qquad ap-bp^3+E=bq\,(p-P_2).$$

Insert these in (5) and divide by $q$:

$$\Gamma vk=gk^2(P_1+P_3)-bP_2+(b-2gk^2)\,p .$$

The left side does not depend on $p$, so $k=\sqrt{b/(2g)}$ and $gk^2=b/2$. With $P_1+P_3=-P_2$ the rest gives $\Gamma vk=-\tfrac32bP_2$. Since $b/(2k)=\sqrt{gb/2}$ and $P_2<0$ for $E>0$,

$$v=\frac{3|P_2|}{\Gamma}\sqrt{\frac{gb}2}. \tag{6}$$

Integrating $p'=-kq$ gives a tanh profile. At $E=0$ its argument is $kP_sz=z\sqrt{a/(2g)}=z/\xi$, which confirms the half-width used above.

In weak fields $P_2\approx-E/a$. Also $\sqrt{gb/2}=a\xi/(2P_s)$, so

$$v\approx\frac{3\xi E}{2P_s\Gamma}. \tag{7}$$

For the example $P_2=-7.329\ \mu\mathrm{C/cm^2}$ and $\sqrt{gb/2}=0.353$ in SI units, so $\Gamma v=3(0.07329)(0.353)=0.0776\ \mathrm{m^2/F}$. A 40 nm crossing in 20 ns means $v=2$ m/s and hence $\Gamma=0.0388\ \Omega\,\mathrm m$. The iteration count gave a value 0.4% lower.

**Algorithms that minimize without keeping time**

*Momentum.* Many minimizers reuse part of the previous change:

$$P_{n+1}-P_n=\lambda R(P_n)+m(P_n-P_{n-1}),\qquad 0<m<1.$$

When successive changes are nearly equal, $(1-m)(P_{n+1}-P_n)\approx\lambda R$. The effective step is $\lambda/(1-m)$. For $m=0.8$ and $\lambda=2\times10^{-11}$ F/m, the count should fall from 25 874 to $0.2\times25\,874=5175$. The run gives 5223, which is 0.9% more.

The excess can be derived. Let the wall move by $s$ per iteration. Expanding both changes to second order in $s$ gives

$$(P_{n+1}-P_n)-m(P_n-P_{n-1})\approx-(1-m)s\,p'+\frac{(1+m)s^2}2p'' .$$

Moved to the force side, the last term lowers $g$ by $(1+m)s^2/(2\lambda)$. Here $s=40\ \mathrm{nm}/5223=7.66\times10^{-12}$ m, so $g$ falls by $2.6\times10^{-12}\ \mathrm{m^3/F}$, or 1.9%. By (6) the speed varies as $\sqrt g$ and falls by 0.9%, as found. This inertia belongs to the algorithm, not to the crystal.

If the momentum count is converted with the nominal $\lambda$ and the calibrated $\Gamma$, a 20 ns crossing is reported as 4.0 ns.

*Stabilized semi-implicit steps.* To permit large steps, one may treat the gradient and an added term $S$ at the new level:

$$(1+\lambda S-\lambda g\partial_x^2)P_{n+1}=P_n+\lambda(SP_n+aP_n-bP_n^3+E).$$

Subtract $(1+\lambda S-\lambda g\partial_x^2)P_n$ from both sides. The $S$ terms cancel on the right and leave $\lambda R(P_n)$. Division by $\lambda$ gives

$$\left(\frac1\lambda+S-g\partial_x^2\right)(P_{n+1}-P_n)=R(P_n). \tag{8}$$

The scheme has the same stationary states as (3), but the operator on the left acts as an artificial damping.

For a wall that shifts by a small $s$, $P_{n+1}-P_n\approx-s\,p'$. Multiply (8) by $p'$ and integrate, using $-\int p'p'''dx=\int p''^2dx$. On the right, $p'R$ is the derivative of $gp'^2/2+ap^2/2-bp^4/4+Ep$. Its change from left to right is $-2P_sE$ to first order in $E$, because the two wells are equally deep at $E=0$ and stationary at $\pm P_s$. Thus

$$s\left[\left(\frac1\lambda+S\right)I_1+gI_2\right]=2P_sE,\qquad I_1=\int p'^2dx,\quad I_2=\int p''^2dx .$$

The explicit scheme gives $sI_1/\lambda=2P_sE$ in the same way. The effective step is therefore $[1/\lambda+S+gI_2/I_1]^{-1}$. With $p=-P_s\tanh(x/\xi)$ and $w=\tanh(x/\xi)$,

$$I_1=\frac{P_s^2}\xi\int_{-1}^1(1-w^2)\,dw=\frac{4P_s^2}{3\xi},$$

$$I_2=\frac{4P_s^2}{\xi^3}\int_{-1}^1w^2(1-w^2)\,dw=\frac{16P_s^2}{15\xi^3}.$$

So $gI_2/I_1=4g/(5\xi^2)=2a/5$, and

$$\lambda_{\rm eff}=\frac1{1/\lambda+S+2a/5}. \tag{9}$$

With $\lambda=10^{-8}$ F/m and $S=2a$, the denominator is $(1.000+5.647+1.129)\times10^8$ m/F and $\lambda_{\rm eff}=1.286\times10^{-9}$ F/m. With the wall speed taken from (6), runs at 0.05 and 0.2 MV/cm give $1.281\times10^{-9}$ and $1.293\times10^{-9}$ F/m. Both lie within about 0.5% of this weak-field result, but they include the 0.4% by which the grid slows the wall. Without that slowing, the value at 0.2 MV/cm would be about 0.9% above (9).

At 0.2 MV/cm the crossing takes 399 iterations. Read with the nominal step it would last 154 ns instead of 20 ns. In the limit $\lambda\to\infty$ the nominal time per iteration grows without bound, while (9) saturates at $1/(2.4a)$.

A single corrected step does not repair the whole evolution. For a slow uniform change the gradient in (8) drops out, and the effective step is $1/(1/\lambda+S)=1.50\times10^{-9}$ F/m, 17% larger than for the wall. The algorithm alters the relative rates of different processes. All four runs at 0.2 MV/cm nevertheless end in the same uniform state, $P_3$.

**Where a calibrated damping fails**

*No wall to move.* A uniform reversed state is stationary when $E=-aP+bP^3$ with $-P_s<P<0$. The right side is largest where $-a+3bP^2=0$, at $P=-P_s/\sqrt3$, which gives

$$E_c=\frac{aP_s}{\sqrt3}\left(1-\frac13\right)=\frac{2aP_s}{3\sqrt3}=0.435\ \mathrm{MV/cm}.$$

Started uniformly at $-P_s$ in 0.2 MV/cm, the calculation settles at $-35.8\ \mu\mathrm{C/cm^2}$ within 850 iterations and stays there. No value of $\Gamma$ turns this into a switching time. Thermal nucleation, or a defect that starts a wall, is missing from the model.

*Another field.* At 0.1 MV/cm, with the same $\lambda$ and the $\Gamma$ calibrated at 0.2 MV/cm, the count is 26 562 and (4) predicts 41 ns. Suppose instead that the wall creeps past pinning sites by thermal activation, with $v\propto\exp(-E_a/E)$ and a rough $E_a=0.5$ MV/cm. Matching 20 ns at 0.2 MV/cm then gives

$$t=20\ \mathrm{ns}\times\exp\left[0.5\left(\frac1{0.1}-\frac1{0.2}\right)\right]=20\,e^{2.5}\ \mathrm{ns}\approx240\ \mathrm{ns}.$$

To reproduce this, $\Gamma$ would have to rise from 0.039 to 0.23 Ω m. A damping fitted at one field is then an effective number for that field.

*A damping taken from lattice vibrations.* Add an inertial term $\mu\,\partial^2P/\partial t^2$ to the left of (1). Around a minimum the stiffness is $2a$, so a mode of angular frequency $\omega$ has $\mu=2a/\omega^2$. For a rough 2 THz mode and the calibrated damping, $\mu/\Gamma\approx0.09$ fs. This is negligible beside the time $\xi/v=0.5$ ns in which the wall passes a point.

If one instead guesses $\Gamma$ from a linewidth comparable to $\omega$, then $\Gamma=\mu\omega=2a/\omega=4.5\times10^{-5}\ \Omega\,\mathrm m$, and (4), which omits inertia, gives a crossing time of 23 ps. The guess differs from the calibrated value by a factor of about 860. A damping measured for small vibrations need not describe a wall that is held up by defects.

**Beside a real film**

The parameters lie in the rough regime of lead zirconate titanate capacitor films, here 200 nm thick and driven by 4 V. The polarization and thickness are ordinary. The model's $E_c$ is several times the rough 0.1 MV/cm at which such films commonly reverse, since they do not switch uniformly. The 20 ns is an assumption, not a property of the material. The constant-$\Gamma$ assumption is the one most exposed: the creep estimate lengthens the time at 0.1 MV/cm about sixfold.

Incomplete screening by the electrodes adds a field of its own. With a rough effective screening length $\ell=0.02$ nm at each electrode, a shorted film of thickness $d$ has an opposing field of size $2\ell P_s/(\epsilon_0d)=0.09$ MV/cm. Averaged over the film thickness, this field is local only on lateral scales well above $\ell\sqrt{\epsilon_x\epsilon_z}$, where $\epsilon_x$ and $\epsilon_z$ are the relative permittivities of the film along and across it. For $\epsilon_x=200$ and $\epsilon_z$ between 10 and 200 this length is 1 to 4 nm. In much wider domains the field opposes the polarization of each domain separately. Its energy density $\ell P^2/(\epsilon_0d)$ is the same for both domains, so to leading order it does not drive the wall, as long as the domains on both sides are wide. For the permittivities above, a wall 10 nm from the end of the strip still feels a push towards the half-switched state, equivalent to about 0.002 to 0.008 MV/cm. If it also follows $P$ inside the wall, it lowers $a$ by $2\ell/(\epsilon_0d)$, or 8%, and by (6) the wall moves 9 to 10% faster. This is an upper estimate: for the same permittivities the field follows $P$ only partly across a 1 nm wall, and the gain at 0.2 MV/cm falls to between 5% and 1%.

A separate capacitor in series with the film acts differently. Its voltage follows the polarization averaged over the film, so it helps the first half of the reversal and hinders the second. If the wall speed is proportional to the field and the total length of moving wall stays constant, averaging the inverse speed gives the time factor

$$\frac12\int_{-1}^{1}\frac{du}{1-ru}=\frac1{2r}\ln\frac{1+r}{1-r},$$

where $r<1$ is the ratio of the largest opposing field to the applied field. For a series capacitor whose opposing field also reaches 0.09 MV/cm, the factor is 1.08 at 0.2 MV/cm and 1.65 at 0.1 MV/cm. The second value does not carry over to the creep law above: towards the end of the reversal only 0.01 MV/cm is left, and a creeping wall would practically stop.

The other estimates are smaller. A 100 µm² capacitor must receive $2P_sA=80$ pC; through 50 Ω at 4 V this takes at least 1 ns, which should be allowed for when a measured time is used for calibration. One reversal releases $2P_sE$ per unit volume, which heats the film by about 5 K if no heat escapes and its heat capacity is about 3 J/(cm³ K). The drive is about a fifth of a rough breakdown field of 1 MV/cm. The numerical output lists the values used here.

## Table of computed values

```
Spontaneous polarization: 40 uC/cm2
Susceptibility at minimum: 200
Wall half-width: 1 nm
Grid spacing: 0.2 nm
Crossing distance: 40 nm
Landau a: 2.824e+08 m/F
Landau b: 1.765e+09 m5/(C2 F)
Gradient g: 1.412e-10 m3/F
Drive field: 0.2 MV/cm
Model coercive field: 0.4347 MV/cm
Root P1 at drive: -35.83 uC/cm2
Root P2 at drive: -7.329 uC/cm2
Root P3 at drive: 43.16 uC/cm2
Explicit step A: 4e-11 F/m
Crossing iterations A: 12939.5
Total iterations A: 18100
Explicit step B: 2e-11 F/m
Crossing iterations B: 25873.5
Momentum coefficient (step B): 0.8
Crossing iterations, momentum: 5223.35
Semi-implicit nominal step: 1e-08 F/m
Stabilizer S: 5.647e+08 m/F
Crossing iterations, semi-implicit: 398.778
Effective step, weak-field law: 1.286e-09 F/m
Effective step, run at 0.05 MV/cm: 1.281e-09 F/m
Effective step, run at drive: 1.293e-09 F/m
Assumed measured crossing time: 20 ns
Pseudo-time from run A: 5.176e-07 F/m
Calibrated damping: 0.03864 ohm m
Damping from analytic wall speed: 0.0388 ohm m
Calibrated wall speed: 2 m/s
Integrated time, calibrated damping: 19.99 ns
Integrated time, tenfold damping: 199.9 ns
Momentum count misread as time: 4.037 ns
Semi-implicit count misread as time: 154.1 ns
No-wall run: iterations to reversed state: 850
Lower field: 0.1 MV/cm
Crossing iterations at lower field, step A: 26562.4
Constant-damping time at lower field: 41.06 ns
Rough creep activation field: 0.5 MV/cm
Rough creep time at lower field: 244 ns
Damping needed for creep time: 0.229 ohm m
Film thickness: 200 nm
Rough screening length: 0.02 nm
Depolarizing field: 0.09 MV/cm
Screening time factor at drive: 1.08
Screening time factor at lower field: 1.65
Capacitor area: 100 um2
Series resistance: 50 ohm
Circuit charging time: 1 ns
Rough heat capacity: 3 J/(cm3 K)
Heating per reversal, no heat loss: 5.3 K
Drive / rough breakdown field: 0.2
Rough lattice-mode frequency: 2 THz
Inertial time: 0.093 fs
Damping guessed from linewidth: 4.5e-05 ohm m
Crossing time from that guess: 23 ps
```
